# Why one photon cannot connect two states with J = 0

**Q:** I want to drive a transition between two atomic levels that both have $J=0$. The electric dipole line is missing. If I use a stronger lamp and wait for magnetic dipole, quadrupole or still higher terms, will one of them eventually give me a one-photon line?

**A:** No, provided the atom is isolated and $J$ is its total angular momentum, with every spin included, the nuclear spin too. I shall treat emission; absorption follows by complex conjugation of the matrix element.

Let the photon have wave vector $\mathbf k$ and polarization $\boldsymbol\epsilon$, with $\boldsymbol\epsilon\cdot\mathbf k=0$. A photon of general polarization is a superposition of two basis polarizations, so its emission amplitude is linear in $\boldsymbol\epsilon^*$:

$$M=\boldsymbol\epsilon^*\cdot\mathbf V(\mathbf k).$$

The vector $\mathbf V$ contains everything about the two atomic states. The question is which way it can point.

**Q:** What does it look like for electrons?

**A:** I use atomic units, a fixed nucleus, nonrelativistic electrons and spin $g$-factor 2. With the factor $1/c$ absorbed in $\mathbf A$, the terms linear in the field are $\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\tfrac12\boldsymbol\sigma\cdot\mathbf B$ per electron. For emission, $\mathbf A\propto\boldsymbol\epsilon^*E$ with $E=e^{-i\mathbf k\cdot\mathbf r}$. Then $\mathbf B=\nabla\times\mathbf A\propto-i\,\mathbf k\times\boldsymbol\epsilon^*E$, and the cyclic rule $\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon^*)=\boldsymbol\epsilon^*\cdot(\boldsymbol\sigma\times\mathbf k)$ gives

$$\mathbf V(\mathbf k)=\langle f|\,\mathbf j(\mathbf k)\,|i\rangle,\qquad \mathbf j(\mathbf k)=\sum_n\Big[\tfrac12\{\mathbf p_n,E_n\}-\tfrac i2E_n\,\boldsymbol\sigma_n\times\mathbf k\Big].$$

The exponential is not expanded, so all multipoles are still present.

**Q:** Where does $J=0$ enter?

**A:** Through rotations. A state with $J=0$ satisfies $\mathbf J|i\rangle=0$, so the rotation operator $U=e^{-i\theta\,\mathbf n\cdot\mathbf J}$ leaves it unchanged: $U|i\rangle=|i\rangle$, and likewise for $|f\rangle$. Let $R$ be the corresponding rotation of vectors. Then $U\mathbf rU^\dagger=R^{-1}\mathbf r$, and the same holds for $\mathbf p$ and $\boldsymbol\sigma$. Since $\mathbf k\cdot R^{-1}\mathbf r=(R\mathbf k)\cdot\mathbf r$,

$$U\,\mathbf j(\mathbf k)\,U^\dagger=R^{-1}\mathbf j(R\mathbf k).$$

Insert $U^\dagger U=1$ on both sides of the current:

$$\mathbf V(\mathbf k)=\langle f|U^\dagger\big(U\mathbf j(\mathbf k)U^\dagger\big)U|i\rangle=R^{-1}\mathbf V(R\mathbf k),$$

or $\mathbf V(R\mathbf k)=R\,\mathbf V(\mathbf k)$. Now choose $R$ as a half turn about $\mathbf k$ itself. Then $R\mathbf k=\mathbf k$, so $\mathbf V=R\mathbf V$. But a half turn reverses the part $\mathbf V_T$ perpendicular to $\mathbf k$. Hence $\mathbf V_T=-\mathbf V_T=0$, and

$$\mathbf V(\mathbf k)=f(k)\,\mathbf k,\qquad M=f(k)\,\boldsymbol\epsilon^*\cdot\mathbf k=0 .$$

The factor $f$ depends on the length $k$ alone, because rotations connect all directions.

**Q:** Could a cross product rescue the line, perhaps if parity is not conserved?

**A:** The argument used rotations and no mirror reflection, so parity violation does not help. In terms of scalars, the atom offers no direction of its own and you have $\mathbf k$ and $\boldsymbol\epsilon^*$. The candidates linear in $\boldsymbol\epsilon^*$ are $\boldsymbol\epsilon^*\cdot\mathbf k$, which is zero by transversality, and $\mathbf k\cdot(\mathbf k\times\boldsymbol\epsilon^*)$, which is zero because two of its vectors coincide.

There is an equivalent count of angular momentum. Along $\mathbf k$ a real photon carries $+1$ or $-1$ unit. Both atomic states carry zero, and a photon leaving along $\mathbf k$ from the atom's centre has no orbital projection on that axis. The balance fails for either helicity.

**Q:** You used a first-order current. Do higher orders of quantum electrodynamics change the answer?

**A:** No. Replace $\mathbf V_T$ by the two complete amplitudes for the two polarizations. The Hamiltonian of atom plus field is rotation-invariant, and so is the vacuum. A half turn about $\mathbf k$ reverses the photon's polarization vector but leaves the two atomic states and $\mathbf k$ alone, so each amplitude equals minus itself. Recoil adds nothing: if the atom starts at rest, it ends with momentum along $-\mathbf k$, which defines no new axis.

Nor can cancellation between multipoles be hiding an allowed one. The amplitude vanishes for every direction of $\mathbf k$ and both polarizations, and a multipole wave is a superposition of such plane waves. Each multipole amplitude is therefore zero separately.

**Q:** But $f(k)$ is still there. Is it also zero?

**A:** Not always; it depends on the pair of states. Take $H=\sum_n p_n^2/2+W$, with a potential $W$ depending only on positions. The potential commutes with $E_n$, while $[\mathbf p,E]=-i\nabla E=-\mathbf kE$. Thus

$$\tfrac12[p^2,E]=\tfrac12\big(\mathbf p\cdot[\mathbf p,E]+[\mathbf p,E]\cdot\mathbf p\big)=-\mathbf k\cdot\tfrac12\{\mathbf p,E\}.$$

Sum over electrons and take the matrix element. The left side gives $(E_f-E_i)\rho$, with $\rho(k)=\langle f|\sum_nE_n|i\rangle$. The spin current adds nothing on the right because $\mathbf k\cdot(\boldsymbol\sigma\times\mathbf k)=0$. With $\omega=E_i-E_f$,

$$\mathbf k\cdot\mathbf V=\omega\rho(k),\qquad f(k)=\frac{\omega\rho(k)}{k^2}.$$

If the two states have opposite parity, inversion gives $\rho(-\mathbf k)=-\rho(\mathbf k)$. Rotations make $\rho$ depend on the length $k$ alone, so in that case $\rho=0$ and $f=0$. For states of equal parity $f$ can be nonzero. To see its size at small $k$, expand $\rho$. The constant term vanishes because the states are orthogonal. The linear term contains $\langle f|\sum\mathbf r_n|i\rangle$, a fixed vector between two rotation-invariant states, hence zero. In the quadratic term, isotropy replaces $(\mathbf k\cdot\mathbf r)^2$ by $k^2r^2/3$, so

$$\rho\simeq-\frac{k^2}{6}\langle f|\sum_nr_n^2|i\rangle,\qquad f(0)=-\frac{\omega}{6}\langle f|\sum_nr_n^2|i\rangle .$$

This is a breathing motion of the charge. The current flows radially, and its plane-wave component points along $\mathbf k$, where a real photon has no polarization.

**Q:** So can I excite the breathing motion with something other than a photon?

**A:** Yes, with a charged projectile. If it transfers momentum $\mathbf q$, the Fourier transform of its Coulomb interaction with an atomic electron is

$$\int d^3R\,\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r|}=\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r}.$$

The first-order amplitude is thus proportional to $\rho(q)/q^2$, which stays finite as $q\to0$ when the matrix element of $\sum r_n^2$ is nonzero. The rule forbids one real photon; it does not forbid this breathing transition by other means.

**Q:** Show me a case with numbers.

**A:** Take two electrons in the Coulomb field of a charge $Z=2$, and drop their mutual repulsion and spin-orbit coupling. This is a solvable model, not a prediction for helium. Consider $1s2s\,{}^1S_0\to1s^2\,{}^1S_0$. The initial spatial state is $(1s\,2s+2s\,1s)/\sqrt2$. Each electron contributes $F/\sqrt2$, where $F=\langle1s|E|2s\rangle$, so $\rho=\sqrt2F$.

With $x=Zr$, $q=k/Z$ and $a=3/2$, the product of the orbitals gives

$$F=\frac1{4\sqrt2\,\pi}\int d^3x\,(2-x)e^{-ax}e^{-i\mathbf q\cdot\mathbf x}=\frac1{\sqrt2\,q}\int_0^\infty x(2-x)e^{-ax}\sin(qx)\,dx,$$

since the angular integral is $4\pi\sin(qx)/(qx)$. Put $D=a^2+q^2$. The integrals with $x$ and $x^2$ are $2aq/D^2$ and $2q(3a^2-q^2)/D^3$. Therefore

$$F=\frac{4a(a^2+q^2)-2(3a^2-q^2)}{\sqrt2\,D^3}=\frac{8q^2}{\sqrt2\,D^3}=\frac{4\sqrt2\,q^2}{(q^2+9/4)^3}.$$

The terms without $q^2$ cancel because $4a^3=6a^2$ at $a=3/2$.

Choose $\mathbf k=(0.5,1,1)/a_0$, so $k=1.5/a_0$ and $q=0.75$. This $k$ is much larger than that of the emitted photon; the rotation argument holds for any $k$, and here the long-wavelength expansion cannot be used as a shortcut. We have $D=2.8125$, $F=0.1430$ and $\rho=0.2023$. The energy difference is $\omega=1.5$ hartree, so $\mathbf k\cdot\mathbf V=1.5\times0.2023=0.3034$ hartree. Dividing by $k^2=2.25$ gives $f=0.1348$ in atomic units. Direct three-dimensional integration of the current gives

$$\mathbf V=(0.0674,\;0.1348,\;0.1348)\ \hbar/a_0,$$

which is parallel to $\mathbf k$.

**Q:** That is one pair of spherical orbitals. What about states built from $p$ electrons and spin?

**A:** Diagonalizing $\mathbf J^2$ for two electrons in the $1s$, $2s$ and $2p$ orbitals gives seven independent $J=0$ states. All 49 ordered pairs were tested with the complete current at the same $\mathbf k$. The largest transverse component is $2\times10^{-15}\,\hbar/a_0$, at rounding level. As a control, the same routine applied to transitions from $J=1$ to $J=0$ gives transverse components up to $0.43\,\hbar/a_0$ among the basis states returned by the diagonalization. That figure depends on the arbitrary choice of basis in the degenerate spaces and is not a maximum over all $J=1$ states; it only shows that the routine does find transverse amplitudes where they are allowed. Since matrix elements are linear in the initial state and antilinear in the final one, the 49 zeros cover every superposition of the seven states, including mixtures of opposite parity.

**Q:** I would like to see how a spin transition manages to cancel.

**A:** Take $1s2p\,{}^3P_0\to1s^2\,{}^1S_0$. Let $|s\rangle$ be the spin singlet and $|t_a\rangle=\sigma_{1a}|s\rangle$ the three triplet states, labelled by Cartesian axes. With

$$P_a=\frac{2p_a(1)1s(2)-1s(1)2p_a(2)}{\sqrt2},\qquad |{}^3P_0\rangle=\frac1{\sqrt3}\sum_aP_a|t_a\rangle,$$

the initial state is the scalar product of an orbital vector and a spin vector, hence $J=0$.

The convection current leaves spin alone and vanishes between triplet and singlet. For the spin current, $\langle s|\sigma_{1b}|t_a\rangle=\langle s|\sigma_{1b}\sigma_{1a}|s\rangle=\delta_{ab}$, because the remaining term is a spin expectation value in the singlet. Total spin zero means $\boldsymbol\sigma_2|s\rangle=-\boldsymbol\sigma_1|s\rangle$, so electron 2 gives $-\delta_{ab}$. This sign compensates the minus sign in $P_a$. With $G_a=\langle1s|E|2p_a\rangle$, the two electrons add to $\sqrt2\,G_a$, and the term labelled $a$ is

$$\mathbf V^{(a)}=\frac1{\sqrt3}\Big(-\frac i2\Big)\sqrt2\,G_a\,\mathbf e_a\times\mathbf k=-\frac i{\sqrt6}G_a\,\mathbf e_a\times\mathbf k .$$

To find $G_a$, write the orbital product as $Nr_ae^{-\beta r}$, with $N=Z^4/(4\sqrt2\,\pi)$ and $\beta=3Z/2$. The transform of $e^{-\beta r}$ is $8\pi\beta/(\beta^2+k^2)^2$, and a factor $r_a$ becomes $i\partial/\partial k_a$. Hence

$$G_a=-ik_a\frac{32\pi\beta N}{(\beta^2+k^2)^3}=-igk_a,\qquad g=\frac{6\sqrt2}{Z(q^2+9/4)^3}.$$

The three terms and their sum are

$$\mathbf V^{(a)}=-\frac g{\sqrt6}k_a\,\mathbf e_a\times\mathbf k,\qquad \sum_a\mathbf V^{(a)}=-\frac g{\sqrt6}\,\mathbf k\times\mathbf k=0 .$$

At the test wave vector $g=0.1907\,a_0$. In units of $\hbar/a_0$ the terms for $a=x,y,z$ are $(0,0.0389,-0.0389)$, $(-0.0779,0,0.0389)$ and $(0.0779,-0.0389,0)$. Each is transverse and could radiate alone. The equal weights required by $J=0$ make them cancel, component by component.

**Q:** If I change those weights, do I get light?

**A:** Yes, for example from ${}^3P_2$. For the product state $P_a|t_b\rangle$ the amplitude is

$$M_{ab}=-\frac i{\sqrt2}G_a\,\boldsymbol\epsilon^*\cdot(\mathbf e_b\times\mathbf k)=-\frac g{\sqrt2}k_au_b,\qquad \mathbf u=\mathbf k\times\boldsymbol\epsilon^* .$$

The trace of this tensor belongs to $J=0$, its antisymmetric part to $J=1$, and its symmetric traceless part to $J=2$. The trace is proportional to $\mathbf k\cdot\mathbf u=0$. The symmetric part survives:

$$\sum_{ab}\Big|\frac{k_au_b+k_bu_a}2\Big|^2=\frac{k^2|\mathbf u|^2+|\mathbf k\cdot\mathbf u|^2}2=\frac{k^4}2,$$

so the squared amplitudes of the five $J=2$ states sum to $g^2k^4/4$ for each polarization.

For a rate, the field of one photon in volume $\Omega$ has amplitude $\sqrt{2\pi/(\omega\Omega)}$ in the present convention. The golden rule, with $\Omega\,k^2dk\,d\Omega_k/(2\pi)^3$ modes per polarization and $\omega=ck$, gives $\omega/(2\pi c^3)$ times the angular integral of $|M|^2$ summed over polarizations. After averaging over the $2J+1$ initial states the integrand is isotropic, and the integral supplies $4\pi$:

$$\Gamma=\frac{2\omega}{c^3}\,\frac1{2J+1}\sum_{M_J,\lambda}|M|^2,\qquad \Gamma({}^3P_2)=\frac{2\omega}{c^3}\cdot\frac15\cdot2\cdot\frac{g^2k^4}4=\frac{\omega g^2k^4}{5c^3}.$$

This is the magnetic quadrupole decay. I give no rate for ${}^3P_1$: spin-orbit coupling, omitted here, mixes it with ${}^1P_1$ and opens an electric dipole path.

**Q:** And compared with an ordinary dipole line?

**A:** For $1s2p\,{}^1P_1\to1s^2\,{}^1S_0$ at long wavelength, $\mathbf p=-i[\mathbf r,H]$ gives $\mathbf V_a=-i\sqrt2\,\omega d\,\mathbf e_a$, where $d=|\langle1s|z|2p_z\rangle|$. Summed over three states and two polarizations, $|M|^2$ gives $4\omega^2d^2$, hence $\Gamma=8\omega^3d^2/(3c^3)$.

The model photon has $\omega=1.5$ hartree (40.8 eV) and $k=\omega/c=0.010946/a_0$. With $d=0.3725\,a_0$, the dipole rate is $\tfrac83k^3d^2=4.85\times10^{-7}$ atomic units, or $2.0\times10^{10}\ \mathrm{s^{-1}}$. At this small $k$, $G_a\simeq-ik_ad$, so $g\simeq d$. Using $\omega/c^3=k^3/\omega^2$, the quadrupole rate is $d^2k^7/(5\omega^2)=2.32\times10^{-16}$ atomic units, or $9.6\ \mathrm{s^{-1}}$.

So a weak line can be some nine orders of magnitude slower and still exist. The two $J=0$ cases are different: their computed transverse amplitudes are below $10^{-16}\,\hbar/a_0$, consistent with the proven zero. The longitudinal amplitude of $1s2s\,{}^1S_0$ at the same $k$ is $2.9\times10^{-3}\,\hbar/a_0$.

**Q:** What could I do in the laboratory to open the ${}^3P_0$ line?

**A:** Supply another direction. A magnetic field along a unit vector $\mathbf n$ couples to $\mathbf n\cdot(\mathbf L+2\mathbf S)$. On a $J=0$ state $\mathbf L+\mathbf S$ gives zero, leaving $\mathbf n\cdot\mathbf S$. This operator turns ${}^3P_0$ into a $J=1$ state. Let the admixture be $\eta\,\mathbf n\cdot\mathbf S|{}^3P_0\rangle$, with $\eta$ set by the field and the level splitting. That splitting is absent from this model, so $\eta$ is a free small number here.

From $S_c|t_a\rangle=i\sum_b\varepsilon_{cab}|t_b\rangle$ and the tensor $M_{ab}$,

$$M=\eta\,\frac i{\sqrt3}\sum_{abc}n_c\varepsilon_{cab}M_{ab}=-\frac{i\eta g}{\sqrt6}\,\mathbf n\cdot(\mathbf k\times\mathbf u)=\frac{i\eta gk^2}{\sqrt6}\,\mathbf n\cdot\boldsymbol\epsilon^* .$$

The last step uses $\mathbf k\times(\mathbf k\times\boldsymbol\epsilon^*)=-k^2\boldsymbol\epsilon^*$. The new scalar is $\mathbf n\cdot\boldsymbol\epsilon^*$. It vanishes when you observe along the field, where $\mathbf n$ is again parallel to $\mathbf k$. For $\mathbf n$ along $z$ and the test $\mathbf k$, the transverse vector has length $0.131\,\eta\,\hbar/a_0$. In a real atom the ${}^1P_1$ part of ${}^3P_1$ adds an electric dipole amplitude with the same factor $\mathbf n\cdot\boldsymbol\epsilon^*$. It can be much larger than the spin-current amplitude computed here. Even apart from that mixing, the coefficient above is incomplete: the spin-current amplitude is of order $k^2d=\omega^2d/c^2$, and spin-dependent relativistic terms left out of our current, such as the coupling of the photon's electric field to $\boldsymbol\sigma\times\mathbf p$, contribute to the $J=1$ channel at the same order. They change the coefficient but not the factor $\mathbf n\cdot\boldsymbol\epsilon^*$. So this model shows the polarization rule but not the strength of the line.

**Q:** My isotope has nuclear spin. Does that count as a direction?

**A:** It can. With electronic $J=0$ and nuclear spin $I\neq0$, the total is $F=I$, and the theorem for total angular momentum zero no longer applies. Hyperfine coupling lets the nuclear spin play the part of $\mathbf n$. If that coupling is neglected, the electronic states remain rotation-invariant by themselves and their one-photon amplitude is still zero.

**Q:** And if I use two photons?

**A:** Then there are two polarization vectors. In the dipole approximation the amplitude is $\sum_{ij}\epsilon^*_{1i}\epsilon^*_{2j}T_{ij}$. Between $J=0$ states $T_{ij}$ must be unchanged by every rotation, so $T_{ij}=T\delta_{ij}$ and

$$M_2=T\,\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^* .$$

Two dipole operators preserve parity, so this route needs states of equal parity, such as the two ${}^1S_0$ states. For that pair the tensor computed with the retained orbitals is nonzero and proportional to $\delta_{ij}$ within rounding. Its magnitude would need the full set of intermediate states, so I quote none. For linear polarizations the amplitude is largest when they are parallel and vanishes when they are perpendicular, which you can check with two polarizers. The numerical output below lists the computed values.

## Computed results

```
nuclear charge Z = 2
number of independent J=0 two-electron states = 7
number of J=0 ordered pairs tested = 49
Test wave vector k (1/a0) = [0.5 1.  1. ]
|k| = 1.5000 1/a0
Amplitudes V below are in atomic units of momentum, hbar/a0
largest transverse |V|, J=0 to J=0 = 2.4e-15
largest longitudinal |V|, J=0 to J=0 = 0.2023
largest transverse |V|, J=1 to J=0 = 0.4348
1s2s 1S0 -> 1s2 1S0 at the test k:
  V real part = [0.06742 0.13485 0.13485]
  charge matrix element = 0.20227 (dimensionless)
  k.V = 0.30341 hartree
  omega times charge element = 0.30341 hartree
1s2p 3P0 -> 1s2 1S0 at the test k, three spin-current terms:
  g = 0.19070 a0
  V(x) = (+0.00000, +0.03893, -0.03893)
  V(y) = (-0.07785, +0.00000, +0.03893)
  V(z) = (+0.07785, -0.03893, +0.00000)
  length of their sum = 9.8e-16
Extra axis n = z acting through n.S on 3P0, unit coefficient:
  transverse |V| = 0.13057
two-photon tensor: largest deviation from delta_ij, relative = 3.4e-14
Physical photon, model energies:
  photon energy = 1.5000 hartree = 40.817 eV
  wavelength = 30.376 nm
  k = omega/c = 0.010946 1/a0
  1s2s 1S0: longitudinal |V| = 2.8828e-03
  1s2s 1S0: transverse |V| = 2.3e-17
  1s2p 3P0: transverse |V| = 1.3e-19
  one-electron dipole <1s|z|2pz> = 0.37247 a0
  1s2p 1P1 decay rate (E1) = 2.0058e+10 1/s
  1s2p 3P2 decay rate (M2) = 9.5978 1/s
```
